Why does diamond conduct heat so well? A Slack-model answer

**Question.** Diamond is an electrical insulator, so its heat is carried by lattice vibrations. Its atoms are light, its bonds are stiff, its anharmonicity is weak and its primitive cell holds two atoms. How much does each of these contribute to its thermal conductivity, and by what mechanism?

**Answer.**

**What carries heat and what stops it**

A phonon gas conducts well if its phonons move fast and travel far between collisions that degrade the heat current. Sound speed is set by bond stiffness and atomic mass. In a pure, large crystal the path length is limited by anharmonicity: one vibration strains the bonds, strained bonds have altered stiffness, and other vibrations scatter from the alteration.

The Slack model keeps these ingredients in their simplest form. Acoustic phonons with one averaged speed v carry all the heat, three-phonon scattering gives all the resistance, and each mode has its classical thermal energy k_B T. Isotopes, defects, boundaries and four-phonon processes are left out.

**From bonds to sound speed**

Let a be the cubic lattice constant, M the mean atomic mass and t_i the four bond vectors (a/4)(±1, ±1, ±1) from an atom, with an even number of minus signs. The squared bond length is d² = 3a²/16. The Keating model assigns an energy to changes of bond lengths and of scalar products between neighbouring bonds:

E = (3α/8d²) Σ_bonds [δ(t_i·t_i)]² + (3β/8d²) Σ_pairs [δ(t_i·t_j)]²

Here α measures resistance to stretching, β resistance to bending, and 3/(8d²) = 2/a².

Apply a strain e along x. Every scalar product, with i = j or i ≠ j, changes by 2e t_ix t_jx, which has magnitude a²e/8. A primitive cell has 4 bonds and 12 bond pairs, so

E_cell = (2/a²)(a²e/8)² (4α + 12β) = a²e²(α + 3β)/8

Dividing by the cell volume a³/4 gives (α + 3β)e²/(2a). This must equal c11 e²/2, hence

c11 = (α + 3β)/a

A shear s in the xy plane also lets the two sublattices slide by w along z. With y = sa/4, the same counting gives

E_cell = 2α(y + w)² + 2β(y − w)²

Setting the derivative with respect to w to zero gives w = y(β − α)/(α + β). Then y + w = 2βy/(α + β) and y − w = 2αy/(α + β), so E_cell = 8αβy²/(α + β). Dividing by a³/4 and equating to c44 s²/2 yields

c44 = 4αβ/[(α + β)a]

Without bending stiffness this shear modulus would vanish. Stiff bonds must therefore resist bending as well as stretching if transverse waves are to be fast.

Now scale α and β together by a factor K. Elastic constants scale as K/a and the density as M/a³. Since v² is an elastic constant divided by a density,

v ∝ a √(K/M)

The average over directions and the three acoustic branches, v⁻³ = (1/3)⟨Σ v_j⁻³⟩, preserves this scaling.

**The acoustic cutoff and the unit cell**

Let δ³ be the volume per atom, so δ = a/2 here, and let n be the number of atoms per primitive cell. There are three acoustic modes per cell, one per branch. In the Debye approximation a branch has ω_a³/(6π²v³) modes per unit volume below the cutoff ω_a. Setting this equal to 1/(nδ³) gives

ω_a = v [6π²/(nδ³)]^(1/3), θ_a = ħω_a/k_B

Because v ∝ a and δ ∝ a, the length cancels and ω_a ∝ √(K/M) n^(−1/3). A larger cell at unchanged bonds and mean mass leaves long waves alone but turns the upper part of the acoustic spectrum into optical branches.

A chain with equal springs and unequal masses shows this. In units where the mean mass, spring constant and spacing are 1, the sound speed is 1.0000 for cells of both 2 and 8 atoms, while the top of the acoustic branch falls from 1.155 to 0.382. The Debye estimates π/n are 1.571 and 0.393, so the cutoff rule is approximate.

**How anharmonicity scatters a wave**

The Grüneisen parameter γ is the fractional fall in frequency per fractional increase in volume. In a chain, length takes the place of volume. Since ω ∝ √K at fixed mass, a bond strain e changes the spring by δK/K = −2γe, and its inverse by the fraction η = 2γe to first order.

Let f_n be the force in bond n and φ the phase advance per bond. Newton's law for neighbouring atoms gives

f_(n+1) + f_(n−1) = [2 − Mω²/K_n] f_n, Mω²/K = 4 sin²(φ/2) = 2 − 2cos φ

Let only bond 0 be altered. The force wave is exp(inφ) + r exp(−inφ) on the left and t exp(inφ) on the right, with 1 + r = t at n = 0. The equation at bond 0 becomes

t [2i sin φ + 4η sin²(φ/2)] = 2i sin φ

Using r = t − 1 and keeping the leading order in η,

|r|² = 16η² sin⁴(φ/2)/(4 sin²φ) = 4γ²e² tan²(φ/2)

where sin φ = 2 sin(φ/2) cos(φ/2) was used. Reflection grows as γ². Simulated chains with random strains on all bonds agree with this law within about 3% in the three cases listed in the numerical output.

The thermal strain follows from equipartition. For chain spacing b, Kb²⟨e²⟩/2 = k_B T/2, and v² = Kb²/M, so

⟨e²⟩ = k_B T/(Mv²)

The strength of scattering is thus governed by γ²k_B T/(Mv²). Stiff bonds help twice: they make sound fast, and they keep the thermal strain small.

A frozen chain does not determine how scattering depends on frequency in a three-dimensional crystal. The model therefore assumes

1/τ = γ² [k_B T/(Mv²)] ω_a f(x), x = ω/ω_a

with f(x) = 2x² chosen for the numbers below. The mean atomic mass M appears because all 3n branches are assumed to contribute to the scattering strain, although only three carry heat.

**Slack's formula**

The three acoustic branches have classical heat capacity C(ω) = 3k_Bω²/(2π²v³) per unit volume and frequency. Kinetic theory then gives

κ = (1/3) ∫₀^ω_a C(ω) v² τ(ω) dω

Inserting τ cancels k_B. With ω = xω_a,

κ = [M v ω_a²/(2π²γ²T)] ∫₀¹ x²/f(x) dx

A different f changes the numerical prefactor but none of the exponents, provided the integral converges. If f varies as x^p near zero, this requires p < 3. For f = 2x² the integral is 1/2. Replacing v by ω_a n^(1/3)δ/(6π²)^(1/3) gives

κ = A M δ n^(1/3) θ_a³/(γ²T), A = (k_B/ħ)³/[4π²(6π²)^(1/3)]

With M in u, δ in Å and temperatures in K, A = 2.422×10⁻⁶ gives κ in W/(m K). In the version usually quoted, A also depends weakly on γ, as 2.43×10⁻⁶/(1 − 0.514/γ + 0.228/γ²). This is 3.4×10⁻⁶ at γ = 0.9 and 3.1×10⁻⁶ at γ = 1.8, so the γ⁻² law is then only approximate: the anharmonicity factor below would be about 4.4 instead of 4.

**Separating the causes**

The formula seems to say that heavy atoms help, since κ contains M. But θ_a contains M too. Inserting θ_a³ ∝ K^(3/2) M^(−3/2) n⁻¹ gives

κ ∝ K^(3/2) M^(−1/2) δ γ⁻² n^(−2/3)/T

At fixed bonds, lightness helps only as an inverse square root. The faster sound and higher cutoff of a light lattice are partly offset by the factor M. Stiffness has no such offset. Short bonds, taken alone at fixed force constants, lower κ in proportion to δ; their benefit must come through the stiffness that accompanies them.

The cell-size exponent is the least secure. For f = 2x², one factor n^(−1/3) comes from the lower cutoff, which removes heat-carrying modes, and the other from the assumed rate, which at fixed ω varies as 1/ω_a. If the rate at fixed ω did not depend on n, κ would vary as n^(−1/3). Nor does the strain variance alone decide which branches scatter. In the frozen chain a wave of phase φ is reflected by the strain component at wavevector 2φ. Removing all strain components with wavevector above π/2 halves the variance, yet it leaves reflection at φ = 0.6 essentially unchanged and removes it almost entirely at φ = 1.0. The advantage of a small cell rests on the assumption that optical branches carry little heat, and its size rests on the assumed form of the rate.

**Numbers for diamond**

Take rough inputs: M = 12 u, α = 130 N/m, β = 85 N/m, a = 3.6 Å, γ = 0.9 and n = 2. Then c11 = (130 + 3×85)/(3.6×10⁻¹⁰) Pa = 1069 GPa, and the directional average gives v = 13.6 km/s and θ_a = 1780 K. At 300 K,

κ = 2.422×10⁻⁶ × 12 × 1.80 × 2^(1/3) × 1780³/(0.9² × 300) ≈ 1500 W/(m K)

For contrast, consider a hypothetical crystal with atoms three times heavier, force constants three times smaller, lengths 1.5 times larger, γ twice as large and four times as many atoms per cell. Its θ_a is 374 K and its κ about 25 W/(m K). Going from it to diamond, the factors are:

- stiffness: 3^(3/2) = 5.20
- mass: 3^(1/2) = 1.73
- length: 1/1.5 = 0.667
- anharmonicity: 2² = 4.00
- cell size: 4^(2/3) = 2.52

Their product is 60.5. Equal threefold changes in stiffness and mass have very unequal effects. Against a crystal that also has two atoms per cell, the last factor would be absent and the ratio would be 60.5/2.52 = 24.

If the mass were reduced threefold while θ_a was held fixed, κ would fall to 0.333 of its value. There is no contradiction: keeping θ_a fixed requires K to fall threefold as well, and 1.73/5.20 = 0.333.

**How far the number can be trusted**

Measured values for good natural diamond at room temperature are roughly 2000 W/(m K). Isotopically enriched diamond, the fairer comparison for a model without isotopes, reaches about 3300 W/(m K). The model has the right order of magnitude and no more. The single speed v also matters: with the full Keating dispersion and the same τ(ω), the acoustic branches give about 1140 W/(m K), a quarter lower, and the optical branches add about 40. Closer agreement would mean little. Changing γ from 0.9 to 0.8 raises κ by (0.9/0.8)² = 1.27, and the coefficient 2 in the scattering rate is a choice.

The temperature is a more basic concern. At 300 K diamond has T/θ_a = 0.169, and its acoustic heat capacity in the Debye model is only 0.272 of the classical value (about 0.33 with the Keating dispersion). The 1/T formula is being used outside its classical regime. Multiplying κ by 0.272 would not repair it, because the phonons that cause scattering are frozen out too.

In the low-temperature limit, Umklapp scattering, in which the phonon wavevectors sum to beyond the zone boundary, needs a phonon with energy a sizeable fraction of k_Bθ_a. The number of such phonons falls exponentially with θ_a/T, whereas the Debye heat capacity falls as T³. The intrinsic conductivity then rises faster than 1/T on cooling, until the omitted boundaries, isotopes or defects limit it. At high temperature the classical assumption improves, but neglected four-phonon scattering can become important.

Within this model, then, κ responds most strongly to anharmonicity, as γ⁻², and to bond stiffness, as K^(3/2). Atomic mass enters only as M^(−1/2), and the two-atom cell is an advantage only over crystals whose cells are larger. Against a one-atom cell, with all else equal, it would lower κ by the factor 2^(−2/3) = 0.63, or by 2^(−1/3) = 0.79 if the rate at fixed frequency did not depend on n. A strong response to γ is not the same as a large contribution: against silicon, taking its γ anywhere from 0.5 to 1.06, the anharmonicity factor ranges from 0.31 to 1.39. How much each cause contributes depends on the crystal with which diamond is compared; the factors listed above belong to the hypothetical one.

Table of computed values

```
Temperature: 300 K
diamond: mass 12 u, gamma 0.9, n 2
  alpha 130.00 N/m, beta 85.00 N/m
  lattice constant 3.60 A, delta 1.80 A
  mean sound speed 13.558 km/s
  acoustic Debye temperature 1779.8 K
  thermal strain scale sqrt(kT/Mv^2) 0.0336
  gamma^2 kT/(M v^2) 9.160e-04
  kappa 1529.0 W/(m K)
comparison: mass 36 u, gamma 1.8, n 8
  alpha 43.33 N/m, beta 28.33 N/m
  lattice constant 5.40 A, delta 2.70 A
  mean sound speed 6.779 km/s
  acoustic Debye temperature 373.7 K
  thermal strain scale sqrt(kT/Mv^2) 0.0388
  gamma^2 kT/(M v^2) 4.885e-03
  kappa 25.3 W/(m K)
Diamond c11 1069 GPa, c44 571 GPa
Slack prefactor A 2.422e-06 W/(m K^3 u A)
Factors in kappa, comparison -> diamond:
  stiffness: 5.196
  mass: 1.732
  length: 0.667
  gamma: 4.000
  cell: 2.520
  all together: 60.48
Mass factor if theta_a were held fixed: 0.333
Diamond T/theta_a: 0.169
Diamond acoustic heat capacity / classical: 0.272
Chain reflection per bond (rms strain 0.02, reduced frequency w):
  gamma 0.75, w 0.6: simulated 9.011e-05, law 8.901e-05
  gamma 1.50, w 0.6: simulated 3.630e-04, law 3.560e-04
  gamma 1.50, w 0.9: simulated 9.427e-04, law 9.141e-04
Chain with n atoms per cell (reduced units):
  n 2: speed 1.0000, top 1.155, Debye 1.571
  n 8: speed 1.0000, top 0.382, Debye 0.393
```
